# A sloping backscattering film edge does not by itself prove interdiffusion

**Q.** I have a gold film on silicon, about 100 nm thick, measured with 2 MeV helium. The low-energy edge of the gold signal slopes far more than detector resolution and straggling allow. Low energy means large depth, so gold must have moved into the silicon. And the silicon edge slopes too, which confirms it.

**A.** The spectrum tells you how many gold atoms the ions met after a given energy loss, summed over the beam spot. It does not tell you whether those atoms share a depth with silicon. If the film is thicker in some places than in others, its back face lies at different depths, and the summed edge slopes with no mixing at all.

**Q.** Qualitatively, yes. But a mixed layer also changes the stopping, and there are two signals to fit. Surely roughness cannot reproduce both.

**A.** Let us try to construct it. Let $N$ be depth in atoms per area and $c(N)$ the gold fraction, falling monotonically from 1 to 0. Assume continuous slowing and additive stopping, with cross sections $\varepsilon_A$ for gold and $\varepsilon_B$ for silicon. For the moment let $r=\varepsilon_B/\varepsilon_A$ be independent of energy, and ignore straggling. An ion going inward at angle $\alpha$ to the normal obeys

$$\frac{dE}{dN}=-\frac{c\,\varepsilon_A+(1-c)\,\varepsilon_B}{\cos\alpha}=-\frac{\varepsilon_A(E)}{\cos\alpha}\,w,\qquad w=c+r(1-c).$$

Define a gold-equivalent depth by $d\tau=w\,dN$. Dividing by $w$ gives

$$\frac{dE}{d\tau}=-\frac{\varepsilon_A(E)}{\cos\alpha}.$$

The composition has disappeared. The same happens on the way out, with the outgoing angle and the opposite sign, since $\tau$ then decreases. For each target element, the energy before scattering and the detected energy are therefore fixed functions of $\tau$.

**Q.** So what remains is the number of atoms at each $\tau$.

**A.** Yes. In the mixed sample a layer $dN$ holds $c\,dN$ gold atoms and $(1-c)\,dN$ silicon atoms. With $dN=d\tau/w$, the numbers per unit $\tau$ are

$$\text{gold: }\frac{c}{w},\qquad \text{silicon: }\frac{1-c}{w}.$$

Now take pure gold with a sharp interface and a thickness $t$, in atoms per area, that varies along the surface. Let it vary slowly, so that each ion path sees a locally flat film, and let the beam average over many variations. Let $S(\tau)=P(t>\tau)$ be the fraction of area where the film is thicker than $\tau$. In gold $d\tau=dN$, so there is one gold atom per unit $\tau$; in silicon $d\tau=r\,dN$, so there are $1/r$ silicon atoms. Averaged over area,

$$\text{gold: }S,\qquad \text{silicon: }\frac{1-S}{r}.$$

Matching the gold signals requires

$$S=\frac{c}{c+r(1-c)}.$$

**Q.** That uses up your freedom. The silicon signal must now fail.

**A.** Work it out:

$$\frac{1-S}{r}=\frac1r\,\frac{w-c}{w}=\frac1r\,\frac{r(1-c)}{w}=\frac{1-c}{w}.$$

This is the mixed sample's silicon signal. Within these assumptions both signals agree, so the sloping silicon edge is no confirmation.

**Q.** Is $S$ always a legitimate thickness distribution?

**A.** It must fall with depth. Since $dw/dc=1-r$,

$$\frac{dS}{dc}=\frac{w-c(1-r)}{w^2}=\frac{r}{w^2}>0,$$

so $S$ falls wherever $c$ falls. If $c$ rises again at depth, as for a buried second gold layer, this construction fails. If $c(0)<1$, the missing area $1-S(0)$ is bare silicon. The gold content is also right: the mean thickness is $\int S\,d\tau=\int (c/w)\,w\,dN=\int c\,dN$.

**Q.** Why not simply take $S(N)=c(N)$?

**A.** That is the case $r=1$. Here it conserves gold but gives the wrong edge shape. From the derivative above,

$$\frac{dS}{d\tau}=\frac{dS}{dc}\frac{dc}{dN}\frac{dN}{d\tau}=\frac{r}{w^3}\frac{dc}{dN}.$$

For $r<1$ the factor $r/w^3$ is $r$ at the gold-rich end and $1/r^2$ at the silicon-rich end. Lengths change too: $d\tau=w\,dN$ is $dN$ at the gold-rich end but only $r\,dN$ at the silicon-rich end. A symmetric profile $c(N)$ therefore gives a thickness distribution with a long tail towards thin film and a short one towards thick film.

**Q.** Show me an actual film.

**A.** Take $590\times10^{15}$ gold atoms/cm², equal to 100 nm, and a hypothetical error-function profile $c(N)$ whose Gaussian width in $N$ is $90\times10^{15}$ atoms/cm², as many atoms as in 15.3 nm of gold. The stopping laws are rough straight lines in energy: 115 and 123 for gold, 49 and 64 for silicon, at 2 and 1 MeV, in $10^{-15}$ eV cm².

Ions reach the mean interface with 1932 keV and leave a gold atom there with $0.9225\times1932=1782$ keV. The straight lines give 115.5 and 116.7 for gold at these energies, and 50.0 and 52.3 for silicon. Weighting the inward loss by the kinematic factor, because scattering scales it down,

$$r=\frac{0.9225\times50.0+52.3}{0.9225\times115.5+116.7}=\frac{98.4}{223.2}=0.441.$$

Where $c=0.5$, then, $S=1/(1+0.441)=0.694$. To lay the distribution out in space, let $Q(u)$ be the thickness below which a fraction $u$ of the area lies, and make ridges of period $L$:

$$t(y)=Q\!\left(\left|\,2y/L-1\,\right|\right),\qquad 0\le y<L.$$

As $y$ crosses a period, the argument covers 0 to 1 uniformly, twice, so the area fractions are correct. At $y/L=0.05,\,0.15,\,0.25,\,0.35,\,0.45$ the thickness is 111.1, 106.0, 101.7, 96.4 and 86.3 nm. The rms variation is 10.1 nm, and the longer tail is on the thin side, as derived.

**Q.** And the spectra, with real stopping and straggling?

**A.** First the ideal case. I define mismatch as the largest difference in any 2 keV bin, relative to the peak of the mixed sample's signal. The silicon signal keeps rising towards low energy, so for silicon I use only bins from 900 keV up and take the peak within them. With constant $r$ and no straggling, spectra summed layer by layer differ by at most 0.06 % for gold in three geometries and by 0.03 % for silicon at normal incidence. That is the level of the numerical slicing.

Two things spoil the identity in the realistic case. The ratio $r$ depends on energy: it is 0.441 for the gold signal but 0.484 for silicon, whose ions leave with much less energy. And Bohr straggling per atom goes as atomic number, hence per unit $\tau$ as 79 in gold but $14/0.441\approx32$ in silicon. With both included, at normal incidence and 170° scattering, the mismatch is 0.16 % for gold and 0.78 % for silicon. The choice $S(N)=c(N)$ gives 8.0 % for gold.

The 12–88 % edge width is 27.0 keV for a flat sharp film and 40.9 keV for both the mixed and the rough one. You can check the size. One nanometre of gold is $5.9\times10^{15}$ atoms/cm² and shifts the back edge by about $5.9\times10^{15}\times223\times10^{-15}\ \text{eV}\approx1.3$ keV. An rms of 10.1 nm is then about 13 keV. For a Gaussian the 12–88 % width is 2.35 standard deviations, here 31 keV, and $\sqrt{27^2+31^2}\approx41$ keV. Bohr's formula tends to overestimate straggling in gold at this energy. With 40 % less variance there, the widths would be about 23 and 38 keV, and the gold mismatch would be smaller still.

**Q.** With enough counts I could still tell them apart.

**A.** In principle. Let the two spectra predict $n_i$ and $n_i+d_i$ counts in bin $i$, with $d_i$ small, and weight the bins by $d_i/n_i$. The weighted sum then differs by $\sum d_i^2/n_i$ between the hypotheses, and its Poisson variance is $\sum (d_i/n_i)^2n_i=\sum d_i^2/n_i$. The separation in standard deviations is therefore $\sqrt{\sum d_i^2/n_i}$. For 10 µC and 1 msr it is roughly 2, with both signals together and silicon counted only from 900 keV up. It grows as the square root of charge, so three standard deviations need some 20 to 30 µC with full Bohr straggling, and about 40 µC with 40 % less variance in gold.

That assumes both candidate spectra are known perfectly. Suppose stopping in the mixture falls below the additive value by up to 5 %, the maximum being at $c=0.5$. With the rough film held fixed, the gold mismatch becomes 2.0 %, twelve times the gold difference you hoped to exploit. More charge does not cure that uncertainty.

**Q.** Then I tilt the sample. Roughness and diffusion must respond differently.

**A.** Look for the angle in $S=c/[c+r(1-c)]$. There is none. If thickness varies slowly, tilting stretches both samples' paths alike. At 60° incidence, with the detector still at 170°, placed so that the ions leave at 50° to the normal, and the same thickness map, the gold mismatch is 0.22 %.

**Q.** And if the ridges are short, so that a slanted path crosses them?

**A.** Even then a detector very close to 180° sees little, as long as the ridges are not too steep. Take a flat base and exact retro-scattering, so that the ion returns along its own path. A ray reaching base point $y$ entered the surface at $y'$, where $y=y'-t(y')\tan\alpha$, and its length in gold is $t(y')/\cos\alpha$. The beam covers base points uniformly, so the average of any function $f$ of that length, written as a function of $t$, is

$$\frac1L\int_0^L f\,dy=\frac1L\int_0^L f(t(y'))\,\bigl[1-t'(y')\tan\alpha\bigr]\,dy'.$$

The second term is the derivative of a periodic function, $\tan\alpha\;d\!\left(\int^{t} f\right)\!/dy'$, and integrates to zero. The path lengths have the same distribution as for slow variation, whatever the period, provided each ray enters the film once, which holds if $t'\tan\alpha<1$ everywhere.

For ridges with $L=400$ nm at 60°, ray tracing at 179.9° differs from the slow limit by 0.93 % of peak. Some difference is expected: the slope of this map is $2/L$ divided by the probability density of thickness, so it becomes steep in narrow strips at the extremes and breaks the condition there. A finer ray mesh leaves the difference at about 1 %, and shorter, steeper ridges increase it.

**Q.** So what geometry does help?

**A.** One where the ion enters and leaves through different thicknesses. Put beam and detector at 45° on opposite sides of the normal, in the plane across the ridges, for 90° scattering. For an atom at the base the two surface crossings are about $t(\tan45^\circ+\tan45^\circ)=200$ nm apart, half the 400 nm period. Thick on the way in means thin on the way out. From the map, the paired sums are $111.1+86.3=197.4$, $106.0+96.4=202.4$ and $2\times101.7=203.4$ nm. Over these positions they vary by 6 nm, whereas for slow variation the sum is twice the local thickness and varies by 50 nm. The rough film's edge therefore sharpens, and that of a laterally uniform mixed film does not.

| Incidence / scattering | Slow variation | 400 nm ridges |
|---|---|---|
| 0° / 170° | 0.16 % | 0.54 % |
| 60° / 170° | 0.22 % | 3.2 % |
| 45° / 90° | 0.14 % | 13.1 % |

These are gold mismatches against the mixed sample, for ridges on the top face of the film. The 60° row is for exit at 50° to the normal; with the detector on the other side of the beam, exit at 70°, its entries become about 0.3 % and 6.6 %. A 5 % stopping deficit in the mixture, as above, by itself gives 2 to 3 % in all three geometries, so only a value well above that speaks for short-range roughness of that face. A small one does not prove diffusion, because slow variation gives it too. So does a gently rough buried interface under a flat top: a gold atom at the interface, at depth $t$, then has the same length of gold, $t/\cos45^\circ$, on both paths, and nothing averages out.

Regular ridges of 400 nm period are also a favourable case. If the thicknesses at the two crossings are unrelated, as for irregular roughness with a correlation length well below the 200 nm between them, the variance of their sum is half that for slow variation, so the edge sharpens less. With regular ridges of 200 nm period the two crossings would lie about a whole period apart, the thicknesses there would again be much alike, and the back edge would not sharpen: its 12–88 % width is about 57 keV, against 54 keV for the mixed film and 31 keV for the 400 nm ridges. The steeper ridges still distort the gold signal, by about 10 % of peak.

**Q.** How close is this to my sample?

**A.** The beam and the film thickness are yours; the 15 keV resolution and the 10 µC are assumed, so put in your own values. A 10 nm rms variation is large for a smooth, freshly deposited 100 nm film, but reasonable for one that has begun to agglomerate on heating. So a sharp edge before annealing and a sloping one after does not settle the question either. If a reaction forms a layer of fixed composition, $c$ falls in steps instead of as an error function; the same formula then gives steps in $S$, meaning terraces of distinct thickness.

At normal incidence, additive stopping matters most of the assumptions sized here, at 2 % of peak; in tilted geometries slow variation can matter more, as the table shows. Electron screening lowers the gold yield by 1.66 % at the surface energy and 1.72 % at the interface energy, nearly a common factor. Multiple scattering adds an estimated spread of less than 1 keV at normal incidence and a few keV at 60°. Channelling in the silicon and pulse pile-up are left out.

**Q.** Then what may I conclude from my sloping edge?

**A.** That the gold-equivalent depth of the back of the film is spread out, and by how much. If the edge in the 45°/90° geometry is sharper than you calculate for the mixed film in that same geometry, by clearly more than the 10 % or so that a 5 % stopping error can cause, that points to short-range roughness of the top face. If it is not, you need other information to tell vertical mixing from lateral variation: a cross-section image with composition contrast, for instance, from a slice much thinner than the lateral period of the roughness. A thicker slice averages over the roughness and can itself look mixed. A map of the top surface can reveal roughness there, but a flat top does not exclude a rough buried interface, since for slow variation the spectrum depends on thickness and not on which face undulates. The gold spectrum at normal incidence cannot, in practice, tell a gold fraction that falls steadily with depth from slow thickness variation: at 1710 keV, on the sloping edge, the mixed film gives 2266 counts per bin and the slowly varying rough one 2259.

## Computed values

```
Beam energy 2000 keV; detector FWHM 15 keV; bin 2 keV
Charge 10 uC; solid angle 1 msr
Au content 590e15 atoms/cm2 = 100.0 nm Au
Mixing width (Gaussian sigma) 90e15 atoms/cm2 = 15.3 nm Au equivalent
Stopping Au at 2 and 1 MeV: 115, 123 x1e-15 eV cm2
Stopping Si at 2 and 1 MeV: 49, 64 x1e-15 eV cm2
Kinematic factors at 170 deg: Au 0.9225, Si 0.5657
Ion energy at mean interface 1932.0 keV
Stopping ratio r: Au signal 0.441, Si signal 0.484
P(t>tau) where c=0.5: 0.694
Rough film: mean 100.0 nm, rms variation 10.1 nm
Thickness at y/L=0.05: 111.1 nm
Thickness at y/L=0.15: 106.0 nm
Thickness at y/L=0.25: 101.7 nm
Thickness at y/L=0.35: 96.4 nm
Thickness at y/L=0.45: 86.3 nm
Energy check against slowing equation: error 2.0e-03 keV
Ideal Au mismatch, incidence 0, scattering 170 deg: 0.039 % of peak
Ideal Au mismatch, incidence 60, scattering 170 deg: 0.061 % of peak
Ideal Au mismatch, incidence 45, scattering 90 deg: 0.052 % of peak
Ideal Si mismatch, normal incidence: 0.031 % of peak
Edge width 12-88 %: flat 27.0, mixed 40.9, rough 40.9 keV
Au counts/bin at 1660 keV: mixed 2, rough 2
Au counts/bin at 1690 keV: mixed 442, rough 444
Au counts/bin at 1710 keV: mixed 2266, rough 2259
Au counts/bin at 1730 keV: mixed 4059, rough 4061
Au counts/bin at 1780 keV: mixed 4703, rough 4704
Si counts/bin at 980 keV: mixed 362.3, rough 362.5
Si counts/bin at 1020 keV: mixed 168.6, rough 168.6
Si counts/bin at 1060 keV: mixed 3.8, rough 3.3
Realistic mismatch: Au 0.16 %, Si 0.78 % of peak
Mesh refinement changes Au mismatch by 0.003 % of peak
Naive P(t>N)=c(N): Au mismatch 8.0 % of peak
Significance at 10 uC: Au 1.08, Si 1.46, both 1.82 sigma
Charge for 3 sigma, all else known: 27 uC
Incidence 0, scattering 170 deg: slow variation 0.16 %, 400 nm ridges 0.54 %
Incidence 60, scattering 170 deg: slow variation 0.22 %, 400 nm ridges 3.16 %
Incidence 45, scattering 90 deg: slow variation 0.14 %, 400 nm ridges 13.10 %
Ray-traced 40 um ridges, 45/90 deg: 0.14 %
Retro-scattering at 60 deg, 400 nm ridges against slow limit: 0.93 %
5 % stopping deficit at c=0.5: Au mismatch 1.96 %
Screening correction to Au yield: surface 1.66 %, interface 1.72 %
Multiple scattering, rough: 0.75 deg rms; energy spread 0.16 keV (normal), 2.8 keV (60 deg)
```
